# Why irreversible one-dimensional nucleation follows a one-quarter law, not one-fifth: test program

```python
"""
Irreversible nucleation of point islands on a one-dimensional lattice.

Result under test: for small F/D and theta >> (F/D)**(1/3) the island density is
    N = (A * c * theta * F/D)**(1/4),
    c = 1/8 - (24/pi^5) * sum over odd k of coth(k pi/2)/k^5,
whereas the closure dN/dt = 2 D n^2 (n = mean adatom density) gives 1/5.

F      deposition rate per site
D      hop rate to EACH neighbour (diffusion coefficient in sites^2/s)
theta  deposited atoms per site
L      gap length between two islands, in sites
c      nucleation rate in a gap, in units F^2 L^4 / D, for F L^3/D << 1
A      4 <L^4>/<L>^4 for the self-similar gap distribution
ratio  D/F
s      theta * (D/F)**(1/3), which must be large for the law to hold
"""
import math
import random
import numpy as np
from scipy import constants, sparse
from scipy.integrate import solve_ivp
from scipy.sparse.linalg import spsolve

rng = np.random.default_rng(12345)

# ---------- one walker: hops and distinct sites before capture ----------
def walker_counts(gap):
    """Mean hops and distinct sites, averaged over the starting site."""
    size = gap - 1
    hop = 0.5 * (np.eye(size, k=1) + np.eye(size, k=-1))
    visits = np.linalg.inv(np.eye(size) - hop)
    hits = visits / np.diag(visits)[None, :]
    return visits.sum(axis=1).mean(), hits.sum(axis=1).mean()

for gap in (20, 60):
    hops, distinct = walker_counts(gap)
    assert abs(hops / (gap * (gap + 1) / 6) - 1) < 1e-9
    assert abs(distinct / (gap / 2) - 1) < 1e-9
print(f"Gap of {gap} sites: mean hops before capture = {hops:.1f}")
print(f"Gap of {gap} sites: mean distinct sites visited = {distinct:.2f}")

# ---------- two walkers in one gap, from the lattice master equation ----------
def contact_rates(gap, merge):
    """Contact rate at each site in units F^2/D.
    merge=True: the pair is removed at first contact (nucleation).
    merge=False: walkers pass through each other and may meet again."""
    size = gap - 1
    site = np.arange(1, gap)
    density = site * (gap - site) / 2.0
    second = sparse.diags([np.ones(size - 1), -2 * np.ones(size),
                           np.ones(size - 1)], [-1, 0, 1])
    one = sparse.identity(size)
    operator = (sparse.kron(one, second) + sparse.kron(second, one)).tocsr()
    source = -(density[:, None] + density[None, :]).ravel()
    keep = np.arange(size * size)
    if merge:
        keep = np.flatnonzero(~np.eye(size, dtype=bool).ravel())
    pair = np.zeros(size * size)
    pair[keep] = spsolve(operator[keep][:, keep].tocsc(), source[keep])
    neighbours = np.diagonal(pair.reshape(size, size), 1)
    rates = density.copy()            # landing directly on an adatom
    rates[1:] += neighbours           # hop from the left-hand partner
    rates[:-1] += neighbours          # hop from the right-hand partner
    return rates

odd = np.arange(1, 4001, 2)
c_series = 1 / 8 - 24 / math.pi**5 * np.sum(1 / np.tanh(odd * math.pi / 2)
                                           / odd.astype(float)**5)
true_rate, repeat_rate = {}, {}
for gap in (24, 48, 96):
    profile = contact_rates(gap, True)
    true_rate[gap] = profile.sum()
    repeat_rate[gap] = contact_rates(gap, False).sum()
    print(f"Two-walker lattice, L = {gap}: c = {true_rate[gap] / gap**4:.6f}")
power_true = math.log2(true_rate[96] / true_rate[48])
power_repeat = math.log2(repeat_rate[96] / repeat_rate[48])
meetings = repeat_rate[96] / true_rate[96]
assert abs(true_rate[96] / 96**4 / c_series - 1) < 5e-3
assert abs(power_true - 4) < 0.02 and abs(power_repeat - 5) < 0.002
assert abs(repeat_rate[96] / (96**5 / 60) - 1) < 1e-4
assert abs(meetings / (96 / (60 * c_series)) - 1) < 5e-3
print(f"Series value of c = {c_series:.6f}")
print(f"Frozen-target value of c (1/24) = {1 / 24:.6f}")
print(f"Mean meeting probability 12c = {12 * c_series:.4f}")
print(f"Power of L, first contacts only = {power_true:.4f}")
print(f"Power of L, all repeated contacts = {power_repeat:.4f}")
print(f"Contacts per pair that meets, L = 96: {meetings:.2f}")

# ---------- splitting of gaps at rate L^4: the amplitude A ----------
split_gap = len(profile) + 1
split_weights = profile / profile.sum()

def split_gaps(duration, starts):
    """Each gap splits independently; returns all gaps left at the end."""
    lengths, births, final = np.ones(starts), np.zeros(starts), []
    while lengths.size:
        ends = births + rng.exponential(size=lengths.size) / lengths**4
        alive = ends > duration
        final.append(lengths[alive])
        parents, times = lengths[~alive], ends[~alive]
        where = rng.choice(np.arange(1, split_gap), size=parents.size,
                           p=split_weights)
        where = (where + rng.random(parents.size) - 0.5) / split_gap
        lengths = np.concatenate([parents * where, parents * (1 - where)])
        births = np.concatenate([times, times])
    return np.concatenate(final)

duration, starts = 3.0e4, 3000
gaps = split_gaps(duration, starts)
amplitude = (gaps.size / starts)**4 / duration
scaled = gaps / np.mean(gaps)
moment3, moment4 = np.mean(scaled**3), np.mean(scaled**4)
nucleating3 = np.mean(scaled**7) / moment4   # L^3 weighted by the L^4 rate
assert abs(4 * moment4 / amplitude - 1) < 0.05   # sampling noise of L^4
print(f"Gap moments: <L^3>/<L>^3 = {moment3:.3f}, <L^4>/<L>^4 = {moment4:.3f}")
print(f"Amplitude A from growth of gap number = {amplitude:.3f}")
print(f"Product A*c = {amplitude * c_series:.4f}")

def quarter_law(ratio, coverage):
    return (amplitude * c_series * coverage / ratio)**0.25

def fifth_law(ratio, coverage):
    return (5 * coverage / (72 * ratio))**0.2

# ---------- the mean-field closure, integrated from a bare surface ----------
def mean_field(ratio, coverage):
    def slope(_, y):
        adatoms, islands = y
        pairs = 2 * ratio * adatoms**2
        return [1 - 12 * ratio * adatoms * islands**2 - 2 * pairs, pairs]
    run = solve_ivp(slope, (0, coverage), [0.0, 0.0], method="Radau",
                    rtol=1e-7, atol=1e-13)
    assert run.success
    return run.y[1, -1]

mf_low, mf_high = mean_field(1e10, 0.2), mean_field(1e12, 0.2)
mf_exponent = math.log(mf_low / mf_high) / math.log(100)
assert abs(mf_exponent - 0.2) < 0.005
assert abs(mf_high / fifth_law(1e12, 0.2) - 1) < 0.03
print(f"Mean-field exponent, D/F = 1e10 to 1e12: {mf_exponent:.4f}")

# ---------- full lattice Monte Carlo ----------
def grow(ratio, sites, early, final, draw, single_gap=False):
    """Deposits up to coverage `final` on a ring. Returns the island densities
    at `early` and `final`, and (2 D n^2 prediction)/(true nucleations)
    between them. With single_gap=True the ring starts with one island and
    the number of arrivals up to the first nucleation is returned."""
    state = [0] * sites               # 0 empty, 1 adatom, 2 island
    if single_gap:
        state[0] = 2
    atoms = []
    islands = deposited = islands_early = pair_sum = 0
    target = int(round(final * sites))
    mark = int(round(early * sites))
    total = sites
    while deposited < target:
        x = draw() * total
        if x >= sites:                # a hop
            k = int((x - sites) / ratio)
            a = k >> 1
            old = atoms[a]
            new = (old + 1 - 2 * (k & 1)) % sites
            state[old] = 0
            found = state[new]
            if not found:
                state[new] = 1
                atoms[a] = new
                continue
            last = atoms.pop()
            if a < len(atoms):
                atoms[a] = last
        else:                         # a deposition
            if deposited == mark:
                islands_early = islands
            if deposited >= mark:
                pair_sum += len(atoms) * (len(atoms) - 1)
            deposited += 1
            new = int(x)
            found = state[new]
            if not found:
                state[new] = 1
                atoms.append(new)
        if found == 1:                # two adatoms met
            atoms.remove(new)
            state[new] = 2
            islands += 1
            if single_gap:
                return deposited
        total = sites + 2 * ratio * len(atoms)
    assert not single_gap
    predicted = 2 * ratio * pair_sum / sites**2
    return (islands_early / sites, islands / sites,
            predicted / (islands - islands_early))

# waiting time in one gap: the L^4 rate needs F L^3/D << 1
draw = random.Random(3).random
wait_ratio = []
for ratio, samples in ((1e4, 400), (1e3, 1000)):
    arrivals = np.mean([grow(ratio, 20, 0, 1e9, draw, True)
                        for _ in range(samples)])
    expected = ratio / (c_series * 20**3)
    wait_ratio.append(arrivals / expected)
    print(f"One gap, FL^3/D={20**3 / ratio:.1f}: arrivals to nucleation"
          f" {arrivals:.2f}, pair rate gives {expected:.2f}")
assert abs(wait_ratio[0] - 1) < 0.25      # includes 5 % sampling noise
assert wait_ratio[1] > 1.25 and wait_ratio[1] > wait_ratio[0] + 0.1

print("Monte Carlo, theta = deposited atoms per site, N per site:")
young, old_age, overcount = {}, {}, {}
for ratio, sites in ((1e4, 20000), (1e5, 5000), (1e6, 8000)):
    young[ratio], old_age[ratio], overcount[ratio] = grow(
        ratio, sites, 0.2, 1.0, random.Random(7).random)
    for theta, value in ((0.2, young[ratio]), (1.0, old_age[ratio])):
        print(f" D/F={ratio:.0e}, theta={theta}: N={value:.5f},"
              f" 1/4 law {quarter_law(ratio, theta):.5f},"
              f" 1/5 law {fifth_law(ratio, theta):.5f}")
exponent_young = math.log(young[1e4] / young[1e6]) / math.log(100)
exponent = math.log(old_age[1e4] / old_age[1e6]) / math.log(100)
print(f"Apparent exponent at theta = 0.2 (not asymptotic): {exponent_young:.4f}")
print(f"Exponent at theta = 1: {exponent:.4f}")
print(f"Overcount by 2Dn^2, theta 0.2 to 1: {overcount[1e4]:.1f} at D/F=1e4,"
      f" {overcount[1e6]:.1f} at 1e6")
# tolerances cover counting noise (about 3 %) and finite-s corrections
assert abs(exponent - 0.25) < 0.03
assert abs(old_age[1e6] / quarter_law(1e6, 1.0) - 1) < 0.10
assert (old_age[1e4] / quarter_law(1e4, 1.0)
        > young[1e4] / quarter_law(1e4, 0.2) + 0.05)
assert overcount[1e6] > 5 and overcount[1e6] > 1.5 * overcount[1e4]

# ---------- worked example: metal atoms in fcc(110) troughs ----------
barrier, cross_barrier, bond = 0.5, 0.7, 0.3     # eV, rough
attempt, spacing = 1e13, 0.28                    # 1/s and nm, rough
temperature, flux, coverage = 240.0, 1e-3, 0.1   # K, ML/s, ML
kT = constants.k * temperature / constants.e
hop_rate = attempt * math.exp(-barrier / kT)
ratio = hop_rate / flux
s = coverage * ratio**(1 / 3)
law = quarter_law(ratio, coverage)
wrong = fifth_law(ratio, coverage)
_, check, check_over = grow(ratio, 12000, coverage / 2, coverage,
                            random.Random(11).random)
# s is moderate here, so the law is only approached
assert abs(check / law - 1) < 0.25
assert abs(check - law) < abs(check - wrong)
# same s at another D/F must give the same N (D/F)^(1/3)
twin_ratio = 1e4
twin_coverage = s / twin_ratio**(1 / 3)
_, twin, _ = grow(twin_ratio, 24000, twin_coverage / 2, twin_coverage,
                  random.Random(13).random)
scaled_check, scaled_twin = check * ratio**(1 / 3), twin * twin_ratio**(1 / 3)
assert abs(scaled_check / scaled_twin - 1) < 0.12   # counting noise 3-4 %

gap = 1 / check
lifetime = moment3 * gap**2 / (12 * hop_rate)
growth_time = 1 / (flux * gap)
cross = 2 * attempt * math.exp(-cross_barrier / kT) * lifetime
breakup = 2 * attempt * math.exp(-(barrier + bond) / kT) * growth_time
per_gap = moment3 * gap**3 / (12 * ratio)
per_nucleating = nucleating3 * gap**3 / (12 * ratio)
dimer_barrier = kT * math.log(12 * attempt * growth_time / gap**2)

print(f"Example inputs: barriers {barrier} eV along, {cross_barrier} eV across")
print(f" bond {bond} eV, attempt rate {attempt:.0e} 1/s, site {spacing} nm")
print(f" T = {temperature:.0f} K, F = {flux} ML/s, coverage {coverage} ML")
print(f"kT = {kT:.5f} eV; hop rate D = {hop_rate:.1f} 1/s; D/F = {ratio:.3e}")
print(f"(F/D)^(1/3) = {ratio**(-1 / 3):.4f} ML; s = {s:.2f}")
print(f"Island density per site: 1/4 law {law:.5f}, 1/5 law {wrong:.5f},"
      f" Monte Carlo {check:.5f}")
print(f"Mean spacing, 1/4 law = {spacing / law:.1f} nm")
print(f"Mean spacing, 1/5 law = {spacing / wrong:.1f} nm")
print(f"Mean spacing, Monte Carlo = {gap:.1f} sites = {gap * spacing:.1f} nm")
print(f"N(D/F)^(1/3) at this s: example {scaled_check:.3f},"
      f" D/F=1e4 at theta={twin_coverage:.3f} {scaled_twin:.3f}")
print(f"Overcount by 2Dn^2 in the example run = {check_over:.1f}")
print(f"Barrier inferred with 1/5 in place of 1/4 = {barrier * 5 / 4:.3f} eV")
print(f"Adatom lifetime = {lifetime:.2f} s; trough changes in it = {cross:.3f}")
print(f"Time for a dimer to catch an atom = {growth_time:.1f} s")
print(f"Dimer break-ups in that time = {breakup:.4f}")
print(f"Dimer immobile if its barrier exceeds about {dimer_barrier:.2f} eV")
print(f"Steady-state adatoms: mean gap {per_gap:.3f},"
      f" nucleating gap {per_nucleating:.3f}")
print(f"Length fraction covered by real islands, at most = {coverage:.2f}")
print(f"Density factor for 0.05 eV barrier error = {math.exp(0.05 / (4 * kT)):.2f}")
print("PASS")
```

Output:

```
Gap of 60 sites: mean hops before capture = 610.0
Gap of 60 sites: mean distinct sites visited = 30.00
Two-walker lattice, L = 24: c = 0.039174
Two-walker lattice, L = 48: c = 0.039146
Two-walker lattice, L = 96: c = 0.039138
Series value of c = 0.039134
Frozen-target value of c (1/24) = 0.041667
Mean meeting probability 12c = 0.4696
Power of L, first contacts only = 3.9997
Power of L, all repeated contacts = 5.0000
Contacts per pair that meets, L = 96: 40.88
Gap moments: <L^3>/<L>^3 = 1.648, <L^4>/<L>^4 = 2.486
Amplitude A from growth of gap number = 10.006
Product A*c = 0.3916
Mean-field exponent, D/F = 1e10 to 1e12: 0.1981
One gap, FL^3/D=0.8: arrivals to nucleation 36.85, pair rate gives 31.94
One gap, FL^3/D=8.0: arrivals to nucleation 6.45, pair rate gives 3.19
Monte Carlo, theta = deposited atoms per site, N per site:
 D/F=1e+04, theta=0.2: N=0.04170, 1/4 law 0.05290, 1/5 law 0.06738
 D/F=1e+04, theta=1.0: N=0.07435, 1/4 law 0.07911, 1/5 law 0.09297
 D/F=1e+05, theta=0.2: N=0.02560, 1/4 law 0.02975, 1/5 law 0.04251
 D/F=1e+05, theta=1.0: N=0.04100, 1/4 law 0.04448, 1/5 law 0.05866
 D/F=1e+06, theta=0.2: N=0.01487, 1/4 law 0.01673, 1/5 law 0.02682
 D/F=1e+06, theta=1.0: N=0.02375, 1/4 law 0.02502, 1/5 law 0.03701
Apparent exponent at theta = 0.2 (not asymptotic): 0.2238
Exponent at theta = 1: 0.2478
Overcount by 2Dn^2, theta 0.2 to 1: 6.3 at D/F=1e4, 22.6 at 1e6
Example inputs: barriers 0.5 eV along, 0.7 eV across
 bond 0.3 eV, attempt rate 1e+13 1/s, site 0.28 nm
 T = 240 K, F = 0.001 ML/s, coverage 0.1 ML
kT = 0.02068 eV; hop rate D = 316.6 1/s; D/F = 3.166e+05
(F/D)^(1/3) = 0.0147 ML; s = 6.82
Island density per site: 1/4 law 0.01875, 1/5 law 0.02939, Monte Carlo 0.01558
Mean spacing, 1/4 law = 14.9 nm
Mean spacing, 1/5 law = 9.5 nm
Mean spacing, Monte Carlo = 64.2 sites = 18.0 nm
N(D/F)^(1/3) at this s: example 1.062, D/F=1e4 at theta=0.316 1.073
Overcount by 2Dn^2 in the example run = 26.7
Barrier inferred with 1/5 in place of 1/4 = 0.625 eV
Adatom lifetime = 1.79 s; trough changes in it = 0.071
Time for a dimer to catch an atom = 15.6 s
Dimer break-ups in that time = 0.0049
Dimer immobile if its barrier exceeds about 0.56 eV
Steady-state adatoms: mean gap 0.115, nucleating gap 0.357
Length fraction covered by real islands, at most = 0.10
Density factor for 0.05 eV barrier error = 1.83
PASS
```
